# Methane C 1s vibrational progression from the equivalent-core ion NH4+: a program that tests the result

```python
"""Vibrational progression in the C 1s photoelectron line of methane.

Result under test: for linear coupling to the breathing mode, line n has weight
exp(-S) S^n / n! and lies n*omega above the 0-0 line, with
    S = 2 m_H omega (r_final - r_initial)^2        (atomic units).
m_H: mass of a hydrogen atom; omega: breathing quantum; r: bond length.
The final state is modelled by the equivalent-core ion NH4+, and this choice
is compared with a self-consistent calculation that has a real C 1s hole.
Energies are in eV and lengths in angstrom unless a comment says otherwise.
"""
from math import exp, factorial, pi, sqrt

import numpy as np
from numpy.polynomial import Polynomial
from scipy import constants as const
from scipy.optimize import brentq
from pyscf import gto, lib, mp, scf
from pyscf.hessian import rhf as rhf_hessian

lib.num_threads(1)
HARTREE = const.value("Hartree energy in eV")
BOHR = const.value("Bohr radius") / const.angstrom
H_MASS = const.value("proton-electron mass ratio") + 1.0   # electron masses
HBAR2_OVER_M = HARTREE * BOHR**2 / (4 * H_MASS)            # eV angstrom^2
WAVENUMBER = const.value("electron volt-inverse meter relationship") / 100
DIRECTIONS = np.array([[1, 1, 1], [1, -1, -1],
                       [-1, 1, -1], [-1, -1, 1]]) / sqrt(3)
AUXILIARY = "cc-pvtz-jkfit"


def tetrahedral(centre, r, charge, spin=0, basis=None):
    atoms = [(centre, (0.0, 0.0, 0.0))]
    atoms += [("H", tuple(float(x) for x in r * d)) for d in DIRECTIONS]
    if basis is None:
        basis = {centre: "unc-ccpvtz", "H": "ccpvtz"}
    return gto.M(atom=atoms, basis=basis, charge=charge, spin=spin, verbose=0)


def closed_shell(centre, charge, r):
    """Hartree-Fock object, Hartree-Fock energy and MP2 energy."""
    mf = scf.RHF(tetrahedral(centre, r, charge)).density_fit(auxbasis=AUXILIARY)
    mf.conv_tol = 1e-10
    mf.kernel()
    assert mf.converged
    solver = mp.MP2(mf, frozen=1)
    solver.kernel()
    return mf, mf.e_tot * HARTREE, (mf.e_tot + float(solver.e_corr)) * HARTREE


def core_hole_energy(neutral, r):
    """Unrestricted Hartree-Fock energy with one C 1s electron removed."""
    ion = scf.UHF(tetrahedral("C", r, 1, spin=1)).density_fit(auxbasis=AUXILIARY)
    ion.conv_tol = 1e-10
    ion.max_cycle = 100
    orbitals = np.array([neutral.mo_coeff, neutral.mo_coeff])
    occupation = np.array([neutral.mo_occ / 2, neutral.mo_occ / 2])
    occupation[1, 0] = 0.0
    start = ion.make_rdm1(orbitals, occupation)
    ion = scf.addons.mom_occ(ion, orbitals, occupation)
    ion.kernel(start)
    assert ion.converged
    return ion.e_tot * HARTREE


# Energy curves along the breathing coordinate
scan = np.linspace(0.86, 1.28, 7)
samples = {name: [] for name in
           ("CH4 HF", "CH4 MP2", "NH4+ HF", "NH4+ MP2", "core hole HF")}
for r in scan:
    neutral, e_hf, e_mp2 = closed_shell("C", 0, r)
    samples["CH4 HF"].append(e_hf)
    samples["CH4 MP2"].append(e_mp2)
    samples["core hole HF"].append(core_hole_energy(neutral, r))
    _, e_hf, e_mp2 = closed_shell("N", 1, r)
    samples["NH4+ HF"].append(e_hf)
    samples["NH4+ MP2"].append(e_mp2)
curves = {name: Polynomial.fit(scan, e, 6) for name, e in samples.items()}

# Energies that were not used in the fit, inside and outside its range
fit_errors = []
for r, tolerance in ((1.035, 1e-3), (1.34, 1e-2)):
    error = abs(closed_shell("N", 1, r)[2] - curves["NH4+ MP2"](r))
    assert error < tolerance
    fit_errors.append(error)


def harmonic(curve):
    """Equilibrium length, force constant and harmonic quantum."""
    r_eq = brentq(curve.deriv(), 0.95, 1.20)
    force_constant = curve.deriv(2)(r_eq)
    return r_eq, force_constant, sqrt(HBAR2_OVER_M * force_constant)


# Vibrational states on a grid, with sinc functions for the kinetic energy
grid = np.linspace(0.76, 1.44, 137)
step = grid[1] - grid[0]
offset = np.subtract.outer(np.arange(grid.size), np.arange(grid.size))
safe = np.where(offset == 0, 1, offset)
kinetic = np.where(offset == 0, pi**2 / 3, 2.0 * (-1.0)**np.abs(offset) / safe**2)
kinetic = kinetic * HBAR2_OVER_M / (2 * step**2)


def progression(v_initial, v_final):
    """Final levels and their weights in the initial ground state."""
    ground = np.linalg.eigh(kinetic + np.diag(v_initial))[1][:, 0]
    levels, states = np.linalg.eigh(kinetic + np.diag(v_final))
    return levels, (states.T @ ground)**2


def poisson(s):
    return np.array([exp(-s) * s**n / factorial(n) for n in range(4)])


r_i, k_i, w_i = harmonic(curves["CH4 MP2"])
r_f, k_f, w_f = harmonic(curves["NH4+ MP2"])
shift = r_f - r_i
prefactor = 1 / (2 * HBAR2_OVER_M)
S_geometry = prefactor * w_f * shift**2
S_methane_quantum = prefactor * w_i * shift**2
slope = curves["NH4+ MP2"].deriv()(r_i)
S_slope = HBAR2_OVER_M * slope**2 / (2 * w_f**3)

# Displaced oscillators of equal frequency give the Poisson law
parabola = 0.5 * k_f * (grid - r_i)**2
_, weights = progression(parabola, 0.5 * k_f * (grid - r_f)**2)
assert np.allclose(weights[:4], poisson(S_geometry), atol=1e-6)

# A linear term lowers the ladder by S*omega and keeps its spacing
levels, weights = progression(parabola, parabola + slope * (grid - r_i))
expected = w_f * (np.arange(4) + 0.5) - S_slope * w_f
assert np.allclose(levels[:4], expected, atol=1e-6)
assert np.allclose(weights[:4], poisson(S_slope), atol=1e-6)

# Closed formulas for unequal frequencies
_, two_frequency = progression(0.5 * k_i * (grid - r_i)**2,
                               0.5 * k_f * (grid - r_f)**2)
d2 = shift**2 / HBAR2_OVER_M
p0_formula = 2 * sqrt(w_i * w_f) / (w_i + w_f) * exp(-w_i * w_f * d2 / (w_i + w_f))
ratio_formula = 2 * w_f * w_i**2 * d2 / (w_i + w_f)**2
assert abs(two_frequency[0] - p0_formula) < 1e-6
assert abs(two_frequency[1] / two_frequency[0] - ratio_formula) < 1e-5

# The cubic term accounts for most of the loss of slope at the methane length
harmonic_slope = k_f * (r_i - r_f)
cubic_slope = harmonic_slope + 0.5 * curves["NH4+ MP2"].deriv(3)(r_f) * shift**2
assert slope < harmonic_slope
assert abs(cubic_slope - slope) < 0.3 * abs(harmonic_slope - slope)

# Breathing is a normal mode of mass 4 m_H and carries the whole gradient
small = {"basis": "6-31g"}
r_test, h = 1.085, 0.01
energies = []
for r in (r_test - h, r_test, r_test + h):
    mf = scf.RHF(tetrahedral("N", r, 1, **small))
    mf.conv_tol = 1e-12
    energies.append(mf.kernel() * HARTREE)
    if r == r_test:
        reference = mf
radial_quantum = sqrt(HBAR2_OVER_M * (energies[0] - 2 * energies[1] + energies[2])
                      / h**2)
hessian = rhf_hessian.Hessian(reference).kernel()
hessian = hessian.transpose(0, 2, 1, 3).reshape(15, 15)
dalton = const.value("atomic mass constant") / const.m_e
masses = np.array([reference.mol.atom_mass_list()[0] * dalton] + [H_MASS] * 4)
root_mass = np.sqrt(np.repeat(masses, 3))
squares, modes = np.linalg.eigh(hessian / np.outer(root_mass, root_mass))
breathing = np.concatenate([np.zeros(3), DIRECTIONS.ravel() / 2])
overlaps = np.abs(modes.T @ breathing)
chosen = int(np.argmax(overlaps))
hessian_quantum = sqrt(squares[chosen]) * HARTREE
gradient = reference.nuc_grad_method().kernel().ravel()
radial_share = abs(gradient @ breathing) / np.linalg.norm(gradient)
assert overlaps[chosen] > 0.9999
assert abs(hessian_quantum / radial_quantum - 1) < 1e-3
assert radial_share > 0.9999

# Full curves: equivalent core with MP2, then both ions with Hartree-Fock
full = {}
for label, start, end in (("NH4+ MP2", "CH4 MP2", "NH4+ MP2"),
                          ("NH4+ HF", "CH4 HF", "NH4+ HF"),
                          ("core hole HF", "CH4 HF", "core hole HF")):
    full[label] = progression(curves[start](grid), curves[end](grid))
spacing = {name: np.diff(result[0][:3]) for name, result in full.items()}
assert shift < 0
assert abs(spacing["NH4+ MP2"][0] - 0.4) < 0.05

r_hf, _, w_hf = harmonic(curves["CH4 HF"])
r_eq_hf, _, w_eq_hf = harmonic(curves["NH4+ HF"])
r_hole, _, w_hole = harmonic(curves["core hole HF"])
ionization = curves["core hole HF"](r_hf) - curves["CH4 HF"](r_hf)
assert 280 < ionization < 300
assert 0.5 < (r_hole - r_hf) / (r_eq_hf - r_hf) < 1.5
assert w_hole > w_hf


def show(label, number, unit, digits=4):
    print(f"{label}: {number:.{digits}f} {unit}")


def show_weights(label, weights):
    print(f"P0..P3, {label}: " + " ".join(f"{p:.4f}" for p in weights[:4]))


show("H mass", H_MASS, "electron masses", 2)
show("2 m_H/hbar^2", prefactor, "1/(eV angstrom^2)", 2)
print("MP2 curves")
show("r(CH4)", r_i, "angstrom")
show("r(NH4+)", r_f, "angstrom")
show("bond change", shift, "angstrom")
show("V'' of CH4 breathing", k_i, "eV/angstrom^2", 2)
show("V'' of NH4+ breathing", k_f, "eV/angstrom^2", 2)
show("harmonic quantum CH4", w_i, "eV")
show("harmonic quantum NH4+", w_f, "eV")
show("harmonic quantum NH4+, converted", w_f * WAVENUMBER, "cm^-1", 0)
show("S, geometry and NH4+ quantum", S_geometry, "(no unit)")
show("S, geometry and CH4 quantum", S_methane_quantum, "(no unit)")
show("S*omega from geometry", S_geometry * w_f, "eV")
show("NH4+ energy drop r(CH4) to r(NH4+)",
     curves["NH4+ MP2"](r_i) - curves["NH4+ MP2"](r_f), "eV")
show("slope of NH4+ curve at r(CH4)", slope, "eV/angstrom", 3)
show("harmonic estimate of slope", harmonic_slope, "eV/angstrom", 3)
show("slope with cubic term", cubic_slope, "eV/angstrom", 3)
show("S from slope", S_slope, "(no unit)")
show("P1/P0, two-frequency formula", ratio_formula, "(no unit)")
show("P1/P0, full curves",
     full["NH4+ MP2"][1][1] / full["NH4+ MP2"][1][0], "(no unit)")
show("spacing 0-1, full curve", spacing["NH4+ MP2"][0], "eV")
show("spacing 1-2, full curve", spacing["NH4+ MP2"][1], "eV")
print("Line weights (fractions of total)")
show_weights("Poisson, geometry", poisson(S_geometry))
show_weights("Poisson, slope", poisson(S_slope))
show_weights("two frequencies", two_frequency)
show_weights("full MP2 curves", full["NH4+ MP2"][1])
print("Hartree-Fock comparison")
show("r(CH4), HF", r_hf, "angstrom")
show("r(NH4+), HF", r_eq_hf, "angstrom")
show("r(core-hole ion), HF", r_hole, "angstrom")
show("bond change NH4+, HF", r_eq_hf - r_hf, "angstrom")
show("bond change core hole, HF", r_hole - r_hf, "angstrom")
show("harmonic quantum CH4, HF", w_hf, "eV")
show("harmonic quantum NH4+, HF", w_eq_hf, "eV")
show("harmonic quantum core hole, HF", w_hole, "eV")
show("S NH4+, HF", prefactor * w_eq_hf * (r_eq_hf - r_hf)**2, "(no unit)")
show("S core hole, HF", prefactor * w_hole * (r_hole - r_hf)**2, "(no unit)")
show("spacing 0-1 NH4+, HF", spacing["NH4+ HF"][0], "eV")
show("spacing 0-1 core hole, HF", spacing["core hole HF"][0], "eV")
show_weights("NH4+ HF curves", full["NH4+ HF"][1])
show_weights("core-hole HF curves", full["core hole HF"][1])
show("vertical C 1s ionization, HF", ionization, "eV", 2)
print("Checks of mode and fit")
show("breathing quantum, Hessian (6-31G)", hessian_quantum, "eV", 5)
show("breathing quantum, radial (6-31G)", radial_quantum, "eV", 5)
show("radial share of gradient", radial_share, "(no unit)", 6)
show("fit error at 1.035 angstrom", fit_errors[0], "eV", 6)
show("fit error at 1.34 angstrom", fit_errors[1], "eV", 6)
print("checks complete")
```

Running it gives:

```
H mass: 1837.15 electron masses
2 m_H/hbar^2: 482.19 1/(eV angstrom^2)
MP2 curves
r(CH4): 1.0852 angstrom
r(NH4+): 1.0209 angstrom
bond change: -0.0643 angstrom
V'' of CH4 breathing: 140.42 eV/angstrom^2
V'' of NH4+ breathing: 171.85 eV/angstrom^2
harmonic quantum CH4: 0.3816 eV
harmonic quantum NH4+: 0.4221 eV
harmonic quantum NH4+, converted: 3405 cm^-1
S, geometry and NH4+ quantum: 0.8424 (no unit)
S, geometry and CH4 quantum: 0.7615 (no unit)
S*omega from geometry: 0.3556 eV
NH4+ energy drop r(CH4) to r(NH4+): 0.3121 eV
slope of NH4+ curve at r(CH4): 9.084 eV/angstrom
harmonic estimate of slope: 11.056 eV/angstrom
slope with cubic term: 8.845 eV/angstrom
S from slope: 0.5688 (no unit)
P1/P0, two-frequency formula: 0.7596 (no unit)
P1/P0, full curves: 0.8545 (no unit)
spacing 0-1, full curve: 0.4182 eV
spacing 1-2, full curve: 0.4144 eV
Line weights (fractions of total)
P0..P3, Poisson, geometry: 0.4307 0.3628 0.1528 0.0429
P0..P3, Poisson, slope: 0.5662 0.3220 0.0916 0.0174
P0..P3, two frequencies: 0.4488 0.3409 0.1472 0.0471
P0..P3, full MP2 curves: 0.4525 0.3867 0.1340 0.0242
Hartree-Fock comparison
r(CH4), HF: 1.0820 angstrom
r(NH4+), HF: 1.0098 angstrom
r(core-hole ion), HF: 1.0278 angstrom
bond change NH4+, HF: -0.0722 angstrom
bond change core hole, HF: -0.0543 angstrom
harmonic quantum CH4, HF: 0.3903 eV
harmonic quantum NH4+, HF: 0.4423 eV
harmonic quantum core hole, HF: 0.4382 eV
S NH4+, HF: 1.1119 (no unit)
S core hole, HF: 0.6225 (no unit)
spacing 0-1 NH4+, HF: 0.4387 eV
spacing 0-1 core hole, HF: 0.4347 eV
P0..P3, NH4+ HF curves: 0.3543 0.3959 0.1896 0.0509
P0..P3, core-hole HF curves: 0.5579 0.3403 0.0882 0.0125
vertical C 1s ionization, HF: 290.53 eV
Checks of mode and fit
breathing quantum, Hessian (6-31G): 0.34897 eV
breathing quantum, radial (6-31G): 0.34902 eV
radial share of gradient: 1.000000 (no unit)
fit error at 1.035 angstrom: 0.000026 eV
fit error at 1.34 angstrom: 0.006073 eV
checks complete
```
